# The O 1s Shoulder Does Not Directly Count Oxygen Vacancies

Take a model oxide film in which every oxygen site is filled, cover it with 10 hydroxyl oxygen atoms per nm², and calculate its O 1s photoemission spectrum. A component at 531.5 eV then holds 9.1 % of the O 1s area. Read as the fraction of empty oxygen sites, that share would mean $4.5\times10^{21}$ vacancies per cm³. The film contains none.

## The belief and its appeal

The O 1s spectrum of an oxide film often has a main line near 530 eV and a shoulder near 531 to 532 eV. The belief is that the main line comes from oxygen in the complete lattice and the shoulder from oxygen vacancies, so that the shoulder's share of the area measures the vacancy concentration.

The belief has sensible roots. Vacancies matter for the conductivity of these films, and a missing atom does disturb its surroundings. The shoulder may also shrink after an anneal in oxygen, as a vacancy count should. But an anneal can remove hydroxyl and fill vacancies together, so this trend does not identify the source of the shoulder. For that one must ask which atoms emit the electrons.

## What the detector counts

An O 1s photoelectron leaves the 1s level of an oxygen atom. Let the atom lie at depth $z$ below a flat surface, and let the electron leave at angle $\theta$ from the surface normal. Its path in the film is $z/\cos\theta$. If the unscattered signal falls exponentially with path, with attenuation length $\lambda$, the atom contributes

$$
w(z)=e^{-z/L},\qquad L=\lambda\cos\theta .
$$

The factor common to all O 1s electrons (photon flux, cross-section, detector response) has been divided out. An empty site has no 1s level and contributes zero.

For a complete film with $n$ oxygen atoms per volume and thickness $D$, the signal per surface area is

$$
I_0=\int_0^D n\,e^{-z/L}\,dz=nL\left(1-e^{-D/L}\right)\approx nL .
$$

The last step needs $D\gg L$. The example uses $n=50$ nm⁻³, $\lambda=2.0$ nm and $D=20.3$ nm. At normal emission $L=2.0$ nm, so $nL=100$ nm⁻², and the neglected term is a fraction $4\times10^{-5}$ of the signal.

Now empty a fraction $x$ of the sites at random, keeping the site density and $\lambda$ fixed. Each site is occupied with probability $1-x$, so the mean signal is

$$
I_x=(1-x)\,nL .
$$

Suppose first that the remaining atoms keep their binding energy. If each gives a line $g(E)$ of unit area, the spectrum is $(1-x)nL\,g(E)$. Dividing by its area $(1-x)nL$ returns $g(E)$, the line of the complete film. In this case vacancies lower the total and add no shoulder.

A film assembled numerically atom by atom shows the same thing. Its oxygen sites form a face-centred cubic lattice with small random displacements in depth, a countable stand-in for an amorphous network. Each atom receives a binding energy drawn from a Gaussian line and is weighted by $w(z)$. With 5 % of the sites emptied, the total falls to 0.950 of its former value. A least-squares fit with two Gaussians, centred at 530.0 and 531.5 eV, assigns −0.1 % to the second. The small negative area is sampling scatter about zero.

## Could trapped electrons supply the signal?

A vacancy may hold electrons left behind by the missing atom, and these can be photoemitted. The question is at what energy. Represent the empty site by a potential well of finite depth, whose lowest value is $-V_0$. For any bound state,

$$
E=\langle T\rangle+\langle V\rangle\ge 0-V_0 ,
$$

because the mean kinetic energy $\langle T\rangle$ is not negative and the mean potential energy cannot lie below the bottom of the well. The binding energy $B=-E$ therefore cannot exceed $V_0$.

For a spherical well with constant potential $-V_0$ inside radius $a$ and zero potential outside, the ground state has $u(r)=r\psi(r)$ equal to $A\sin kr$ inside and $Ce^{-\kappa r}$ outside, with

$$
\frac{\hbar^2k^2}{2m}=V_0-B,\qquad \frac{\hbar^2\kappa^2}{2m}=B .
$$

Both $u$ and its slope are continuous at $r=a$. Dividing the slope condition by the value condition removes $A$ and $C$:

$$
k\cot ka=-\kappa .
$$

With a deep well, $V_0=30$ eV and $a=0.20$ nm, the numerical root gives $B=23.3$ eV. The remaining $30-23.3=6.7$ eV is $\hbar^2k^2/2m$, the local kinetic energy inside the well. The mean $\langle T\rangle$ over the whole wave is smaller, 5.6 eV, because the tail outside the well contributes negatively. Here $B$ is measured from the potential outside the well, while photoemission energies of solids are usually measured from the Fermi level. That difference of reference is a matter of some electronvolts and does not bridge the gap to 530 eV. The model leaves out the atomic cores around the site, but their deep levels belong to the atoms that are present.

## A shoulder without vacancies

Return to the complete film and place $N$ hydroxyl oxygen atoms per area on top. They lie at the surface and are not attenuated. Ignoring for now their effect on electrons from below, their share of the O 1s area is

$$
s=\frac{N}{N+nL}.
$$

For $N=10$ nm⁻² at normal emission,

$$
s=\frac{10}{10+100}=0.091 .
$$

The hydroxyl position, 531.5 eV, is an input to the model, chosen in the range where the hydroxyl line of oxides is found. Both lines are Gaussians of full width 1.2 eV at half maximum, so their standard deviation is $\sigma=1.2/2.355=0.51$ eV. At 531.5 eV the main line has fallen to

$$
\exp\left[-\frac{(1.5)^2}{2(0.51)^2}\right]\approx0.013
$$

of its maximum. The hydroxyl line adds its relative area, $10/100=0.100$. The sum there is 0.113 of the maximum. Numerical differentiation of the summed curve finds one maximum, near 530 eV, and a second concave stretch lying within the window from 531.2 to 532.2 eV, throughout which the main line alone is convex. That is a shoulder, made without a single vacancy.

With attenuation by the hydroxyl ignored, the two causes act oppositely on the total. The hydroxyl raises the O 1s signal by a factor $(100+10)/100=1.10$, whereas 5 % vacancies at fixed $\lambda$ lower it to 0.95. Attenuation can cancel the rise: if the layer weakens the lattice signal like 0.25 nm of film, the total becomes $(88.2+10)/100=0.98$ of the clean value. In the simpler model without this attenuation, both causes together give

$$
I=(1-x)nL+N .
$$

The total equals that of the clean, complete film when $N=xnL$. For $x=0.05$ at normal emission this means $N=5$ nm⁻². The shoulder share is then $5/(95+5)=5\,\%$, equal to the vacant fraction. The agreement follows from the choice $N=xnL$ and does not make the shoulder a vacancy signal, since it still comes from hydroxyl. At 60° the lattice signal is halved to 47.5 nm⁻², and the share becomes $5/(47.5+5)=9.5\,\%$ although no site has changed.

## The indirect route

Vacancies could still affect the spectrum through the atoms around them. Suppose, in favour of the belief, that every oxygen atom with at least one vacant oxygen neighbour has its line moved to 531.5 eV. Let each site have $m$ neighbouring oxygen sites, each empty independently with probability $x$. All $m$ are filled with probability $(1-x)^m$, so the shifted share of the remaining atoms is

$$
f=1-(1-x)^m .
$$

For $mx\ll1$, $(1-x)^m\approx1-mx$ and $f\approx mx$. Even here the shoulder counts neighbours, about $m$ for each vacancy. At larger $x$ one atom may border several vacancies, and the count saturates. With $m=12$ and $x=0.05$ the formula gives 46 %, while $mx$ would give 60 %. Direct counting on the numerical lattice also gives 46 %.

To find the vacancy fraction that would imitate the hydroxyl shoulder, set $f=s$. Then $(1-x)^m=1-s$, and taking the $m$-th root gives

$$
x=1-(1-s)^{1/m}=1-(0.909)^{1/12}=0.0079 .
$$

A 9.1 % shoulder would correspond to 0.79 % vacancies, and reading the share itself as $x$ would overstate them by a factor of about 11.5. This conversion assumes random vacancies, twelve affected neighbours and a known common shift. Clustered vacancies share neighbours and change the count. The counting argument supplies neither the size nor the sign of the shift, so both need separate evidence. The shoulder thus cannot rule vacancies out, but it does not count them directly.

## What tilting the sample can tell

The ratio of surface hydroxyl to lattice signal is

$$
\frac{N}{nL}=\frac{N}{n\lambda\cos\theta}.
$$

With attenuation by the hydroxyl layer still ignored, it doubles between 0° and 60°, because $\cos60^\circ=1/2$. The share rises less, from 9.1 % to $10/(10+50)=16.7\,\%$, because hydroxyl also appears in the denominator. For shifted neighbours spread evenly through the film, both the shifted and the total signals are proportional to $L$, which cancels. The numerical film keeps twelve neighbours for every site by being periodic in depth. At a real surface the top atoms have fewer neighbours; for an open (100) face of this lattice the expected share is 8.8 % at 0° and 8.5 % at 60°, still nearly constant.

The same two-Gaussian fit, applied to numerical films of both kinds, gives these shares:

| Source of the shoulder | 0° | 60° |
|---|---:|---:|
| Surface hydroxyl, no vacancies | 9.0 % | 16.9 % |
| Shifted neighbours, 0.79 % vacancies | 8.9 % | 8.7 % |

Different random placements of the vacancies scatter the shifted-neighbour shares by about 0.3 percentage points, so their last digit carries no meaning. At normal emission the fit cannot tell the causes apart. Tilting separates them here because one source is at the surface and the other is uniform. It reveals location, not chemical identity. Vacancies gathered near the surface could also give a component that grows on tilting, and hydroxyl spread evenly inside the film would give one that does not.

## From the model to a real film

The parameters are round values in the rough range of an amorphous-oxide transistor channel measured with a laboratory aluminium X-ray source. Ten hydroxyl oxygens per nm² is roughly a full surface layer; a drier surface would have less. Real channels break the assumption of a clean, sharp surface. Taken one at a time at normal emission, the corrections to the 9.1 % share are as follows:

- If the hydroxyl layer attenuates the lattice signal like 0.25 nm of film, while its own signal stays unattenuated, the share becomes 10.2 %; with the hydroxyl oxygen spread evenly through that layer and attenuated too, it becomes 9.6 %.
- If elastic scattering shortens the effective attenuation length by a tenth, it becomes 10.0 %.
- If surface contamination adds 3 oxygen atoms per nm² to the same component, it becomes $13/113=11.5\,\%$.
- If 1 nm⁻³ of the lattice oxygen is hydroxyl inside the film, it becomes $(10+2)/110=10.9\,\%$.

The largest of these raises the share by about a quarter of its value. All four act in the same direction, and together they bring it to about 16 %. Attenuation by the hydroxyl layer matters more on tilting (its own signal again left unattenuated): at 60° it raises the share from 16.7 % to 20.4 %, and the hydroxyl-to-lattice ratio then grows by a factor of 2.27 between 0° and 60°, not 2. The thermal energy at 300 K, 0.026 eV, is small beside the 1.5 eV line separation.

A much larger shoulder needs more than this one layer. Solving $s=N/(N+nL)$ for $N$ gives $N=nL\,s/(1-s)$. With attenuation by and within the hydroxyl still ignored, a 30 % share at normal emission would need $100\times0.30/0.70=43$ oxygen atoms per nm², about four such layers. Such a share would point to further sources, such as contamination, hydroxyl at depth or shifted lattice oxygen, without deciding among them.

Drawing a vacancy concentration from the shoulder requires at least that the hydroxyl and contamination parts are known independently, and that the shift and the number of affected neighbours per vacancy have been established for that film. That number depends on clustering, and the conversion also depends on how the vacancies are distributed in depth. The shape of the main line must be known too, because a tail towards higher binding energy can add to the fitted area without a second kind of oxygen. Without this knowledge, the fitted area describes the signal near 531.5 eV and leaves open its source.
